# Grouping Interstitial Cluster Sizes While Keeping Number and Content

## The physical situation

Ion implantation leaves silicon with a band of excess self-interstitials near the end of the ions' range. On annealing they gather into clusters. Small clusters dissolve, large ones grow on what is released, and some interstitials escape to the surface. Two quantities summarize the process: the total number of interstitials still in the band, and the mean number per cluster.

A direct calculation has one rate equation for every cluster size. Defects of hundreds or thousands of interstitials make this expensive, although the density varies slowly from one large size to the next. Can neighbouring sizes be merged without creating or destroying interstitials, and what happens to the mean size?

## The ungrouped equations

Let $C_n$ be the density of clusters of $n$ interstitials, with $C_1$ the free ones. The model is a mean-field one: the band is uniform, only single interstitials move, and vacancies, coalescence of clusters and changes of defect type are left out. Sizes change by one at a time, with net flux from $n$ to $n+1$

$$J_n=k_nC_1C_n-e_{n+1}C_{n+1}.$$

For capture, consider steady diffusion to an absorbing sphere of radius $r_n$. The profile $C_1(1-r_n/\rho)$ gives an inward current $4\pi\rho^2D\,(C_1r_n/\rho^2)=4\pi Dr_nC_1$. A planar defect has a radius proportional to $\sqrt n$. A flat absorbing disc would give $8Dr_n$ in place of $4\pi Dr_n$; the model keeps the sphere's prefactor, takes $r_n=r_0\sqrt n$, and so has

$$k_n=4\pi Dr_0\sqrt n .$$

For two free interstitials the relative diffusivity is $2D$, but each pair must be counted once, which brings a factor $1/2$. The same formula therefore holds at $n=1$.

For emission, let the energy of a cluster relative to $n$ free interstitials be $G_n=-(n-1)E_\infty+\gamma(\sqrt n-1)$, where the second term is a perimeter energy. The energy needed to remove one interstitial is

$$E_b(n)=G_{n-1}-G_n=E_\infty-\gamma\left(\sqrt n-\sqrt{n-1}\right).$$

With one configuration per lattice site for each size, and site density $C_s$, dilute equilibrium requires $C_1C_n/C_{n+1}=C_se^{-E_b(n+1)/kT}$. Each $J_n$ must vanish there, hence

$$e_{n+1}=k_nC_s\,e^{-E_b(n+1)/kT}.$$

This smooth energy is an assumption of the model: in silicon the binding energy of small clusters is not monotonic in size, and larger defects are often rod-like rather than planar. In the model, small clusters have smaller $E_b$, so at a given $C_1$ their ratio of emission to capture, $e_n/(k_nC_1)$, is larger. Small clusters can therefore shrink while large ones grow, which is the coarsening.

The surface, at distance $L$ from a band of thickness $h$, is a perfect sink. A linear profile carries $DC_1/L$ per unit area; dividing by $h$ gives a loss $k_sC_1$ per unit volume, with $k_s=D/(Lh)$. This needs times longer than $L^2/D$, and it neglects escape into the bulk and the equilibrium interstitial density.

## Five sizes by hand

Let 5 be the largest size, with no flux out of it. Forming a dimer uses two free interstitials and every later step uses one:

$$\begin{aligned}
\dot C_1&=-k_sC_1-2J_1-J_2-J_3-J_4,\\
\dot C_2&=J_1-J_2,\qquad \dot C_3=J_2-J_3,\\
\dot C_4&=J_3-J_4,\qquad \dot C_5=J_4 .
\end{aligned}$$

Now merge sizes 3, 4 and 5. Keep their number and their first moment about the middle size 4:

$$N=C_3+C_4+C_5,\qquad M=C_5-C_3 .$$

Since $3C_3+4C_4+5C_5=4N+M$, these two numbers fix the interstitial content of the group. Adding and subtracting the rate equations gives

$$\dot N=J_2,\qquad \dot M=\dot C_5-\dot C_3=-J_2+J_3+J_4 .$$

No approximation has been made yet. But the fluxes need three densities, and two moments are available. Assume a straight line, $C_n=\alpha+\beta(n-4)$. Then $N=3\alpha$ and $M=2\beta$, so

$$C_3=\frac N3-\frac M2,\qquad C_4=\frac N3,\qquad C_5=\frac N3+\frac M2 .$$

The fluxes become

$$\begin{aligned}
J_2&=k_2C_1C_2-e_3\left(\tfrac N3-\tfrac M2\right),\\
J_3&=k_3C_1\left(\tfrac N3-\tfrac M2\right)-e_4\tfrac N3,\\
J_4&=k_4C_1\tfrac N3-e_5\left(\tfrac N3+\tfrac M2\right).
\end{aligned}$$

The system is closed. Its total content is $S=C_1+2C_2+4N+M$, and

$$\begin{aligned}
\dot S={}&(-k_sC_1-2J_1-J_2-J_3-J_4)+2(J_1-J_2)\\
&+4J_2+(-J_2+J_3+J_4)=-k_sC_1 .
\end{aligned}$$

Each flux cancels whatever its value, so the straight-line assumption cannot spoil the balance. What matters is that the same fluxes enter the group and the free-interstitial equation.

The assumption does affect the densities. The error at size 4 is

$$C_4-\frac N3=\frac{2C_4-C_3-C_5}{3},$$

which vanishes when the true densities lie on a line. A sharply peaked group can even give a negative value. For $(C_3,C_4,C_5)=(0,0,6)$ in any unit, $N=M=6$ and the reconstruction is $(-1,2,5)$. Number and content are right, but the first density is unphysical.

## Two simpler choices, and what they miss

**Keeping the number alone.** Give all three sizes the density $N/3$ and represent the group's content by $4N$. The group then gains content at the rate $4J_2$, while the free interstitials and dimers supply $3J_2+J_3+J_4$. Consequently

$$\frac{d}{dt}(C_1+2C_2+4N)=-k_sC_1+(J_2-J_3-J_4).$$

The bracket is a spurious source, which in general does not vanish.

**Sharing clusters between two grid sizes.** Keep only sizes 3 and 5 of the three. When a cluster of size 3 captures an interstitial, leave half a cluster at 3 and put half at 5. The number is 1 and the content $(3+5)/2=4$, both correct. The second moment is $(9+25)/2=17$ instead of $4^2=16$.

For a spacing $\Delta$ between grid sizes $x$ and $x+\Delta$, a fraction $1/\Delta$ moves up. The second moment after capture is

$$\left(1-\frac1\Delta\right)x^2+\frac1\Delta(x+\Delta)^2=x^2+2x+\Delta ,$$

against the true $(x+1)^2=x^2+2x+1$. For emission, with the lower grid size at $x-\Delta$, the result is $x^2-2x+\Delta$ against $x^2-2x+1$. Both events add $\Delta-1$ too much. Capture and emission shift the size in opposite directions, but their excess spreading accumulates. This scheme conserves number and content and still distorts the distribution.

## The general group

Let a group contain the sizes $a,\dots,b$, with width $w=b-a+1$ and midpoint $m=(a+b)/2$. Free interstitials form a group of their own. The kept moments are

$$N=\sum_{n=a}^bC_n,\qquad M=\sum_{n=a}^b(n-m)C_n .$$

Put $C_n=\alpha+\beta(n-m)$. Because $\sum(n-m)=0$, the moments are $N=w\alpha$ and $M=V\beta$, where

$$\begin{aligned}
V&=\sum_{n=a}^b(n-m)^2=\sum_{j=1}^wj^2-w\left(\frac{w+1}{2}\right)^2\\
&=\frac{w(w+1)}{12}\left[2(2w+1)-3(w+1)\right]=\frac{w(w^2-1)}{12}.
\end{aligned}$$

The reconstruction is therefore

$$C_n=\frac Nw+\frac{(n-m)M}{V}.$$

A group of width 1 has $M=0$, and the second term is dropped. In a group of width 2, two moments determine two densities. Neither width introduces a closure error of its own.

For $a\ge2$, $\dot C_n=J_{n-1}-J_n$. The number equation telescopes:

$$\dot N=J_{a-1}-J_b .$$

For the first moment, shift the index in the incoming term:

$$\begin{aligned}
\dot M&=\sum_{n=a}^b(n-m)(J_{n-1}-J_n)\\
&=\sum_{n=a-1}^{b-1}(n+1-m)J_n-\sum_{n=a}^b(n-m)J_n\\
&=(a-m)J_{a-1}-(b-m)J_b+\sum_{n=a}^{b-1}J_n .
\end{aligned}$$

In the last line, the interior terms of the two sums differ by one $J_n$ each, and the end terms are written separately.

A flux between groups uses the reconstructed density on each side. The interior sum is

$$\sum_{n=a}^{b-1}J_n=C_1(pN+p'M)-(qN+q'M),$$

with four coefficients computed once:

$$\begin{aligned}
p&=\frac1w\sum_{n=a}^{b-1}k_n,& p'&=\frac1V\sum_{n=a}^{b-1}k_n(n-m),\\
q&=\frac1w\sum_{n=a+1}^{b}e_n,& q'&=\frac1V\sum_{n=a+1}^{b}e_n(n-m).
\end{aligned}$$

After this preparation, the cost of one evaluation of the rates is proportional to the number of groups.

## Why the content balance survives

The content of a group is $mN+M$. From the two moment equations,

$$\frac{d}{dt}(mN+M)=aJ_{a-1}-bJ_b+\sum_{n=a}^{b-1}J_n .$$

Sum over all groups above size 1. At a boundary between $b$ and $b+1$, the left group contributes $-bJ_b$ and the right group $(b+1)J_b$, leaving $J_b$. The first group contributes $2J_1$ at its lower edge, and no flux leaves the largest size. The clusters thus gain $2J_1+\sum_{n\ge2}J_n$, which is what the free interstitials lose:

$$\dot C_1=-k_sC_1-2J_1-\sum_{n\ge2}J_n .$$

Hence $\dot S=-k_sC_1$ for any widths, as in the ungrouped equations. Without a surface sink, $S$ is constant in both. With a sink, the two values of $S(t)$ can differ, because grouping changes $C_1(t)$ and therefore the accumulated loss.

The mean size of clusters with $n\ge2$ is

$$\bar n=\frac{S-C_1}{\sum_{n\ge2}C_n},$$

where the denominator is the sum of the group numbers $N$. No reconstruction is needed to evaluate it, but its time evolution depends on the reconstructed fluxes.

## When a reconstructed density turns negative

The lowest value lies at one end of the group, a distance $(w-1)/2$ from the midpoint. It is non-negative if

$$\frac Nw\ge\frac{(w-1)|M|}{2V},\qquad\text{that is}\qquad |M|\le\frac{w+1}{6}N .$$

Physical densities can reach $|M|=(w-1)N/2$, when all clusters sit at one end. For $w=2$ both limits equal $N/2$, so no negative value arises from physical densities. For $w\ge3$ the physical range is larger than the safe range. A front that is narrow compared with a group is therefore a warning to use smaller widths there. The condition assumes $N\ge0$. The grouped equations do not guarantee this: once negative densities enter the fluxes, the moments themselves can leave the physical range.

## Solving in time

Collect the moments in a vector $y$, whose first entry is $C_1$. Emission and surface loss are linear, and capture is linear apart from one factor $C_1$. The grouped equations therefore have the form

$$\dot y=(A+y_1K)y,$$

with constant matrices $A$ and $K$. Differentiation gives the Jacobian

$$\frac{\partial\dot y}{\partial y}=A+y_1K+(Ky)u^{\mathsf T},$$

where $u^{\mathsf T}y=y_1$. The ungrouped equations have the same form. Fast capture and slow coarsening make both systems stiff, so an implicit method is appropriate; variable-order backward differentiation is used below.

## A worked anneal

Take round model parameters, chosen to compare the methods and not fitted to measurements: temperature 800 °C, $kT=0.09248$ eV, $D=10^{-9}$ cm²/s, $r_0=0.30$ nm, $C_s=5\times10^{22}$ cm⁻³, $E_\infty=\gamma=2.00$ eV and $L=h=100$ nm. Initially all $5\times10^{18}$ cm⁻³ interstitials are free. Then

$$k_1=4\pi(10^{-9})(3\times10^{-8})=3.77\times10^{-16}\ \text{cm}^3/\text{s},$$

$$k_s=\frac{10^{-9}}{(10^{-5})(10^{-5})}=10\ \text{s}^{-1}.$$

The surface profile needs about $L^2/D=0.1$ s to form, so the loss before that time is crude.

The ungrouped system has 600 sizes. At 900 s, the computed fraction of the content in sizes 540 to 600 is far below $10^{-6}$, so the upper end does not matter for this solution. The grouped system keeps sizes 1 to 10 singly. Above them, a group starting at $a$ has width $0.2a$, rounded to an integer, with the last group cut at 600. This gives 54 unknowns. The two-point grid also has 54 unknowns, with spacing about $0.1x$ above size 10. Its distribution is broader, with about 1.6% of its content at sizes 540 to 600 at 900 s, but extending the grid to size 1200 changes its mean size at that time by less than 0.1%.

Total content $S$, in $10^{18}$ cm⁻³, is given with enough digits to compare solutions of the same model:

| Time (s) | Ungrouped | Two moments | Two-point |
|---:|---:|---:|---:|
| 1 | 4.92681 | 4.92681 | 4.92681 |
| 10 | 4.85638 | 4.85638 | 4.85618 |
| 100 | 4.65513 | 4.65526 | 4.65621 |
| 300 | 4.42895 | 4.42925 | 4.44798 |
| 900 | 3.99093 | 3.99112 | 4.05998 |

The mean sizes are:

| Time (s) | Ungrouped | Two moments | Two-point |
|---:|---:|---:|---:|
| 1 | 8.34 | 8.34 | 8.34 |
| 10 | 15.74 | 15.74 | 15.72 |
| 100 | 36.71 | 36.71 | 42.18 |
| 300 | 60.14 | 60.06 | 75.21 |
| 900 | 104.50 | 104.05 | 144.61 |

The growth in mean size is mostly coarsening. Dividing content by mean size, with $C_1$ negligible, gives a cluster density of $4.856\times10^{18}/15.74=3.09\times10^{17}$ cm⁻³ at 10 s and $3.991\times10^{18}/104.50=3.82\times10^{16}$ cm⁻³ at 900 s. The density falls about eightfold while the content falls by 18%.

The free density at 900 s fits this picture. For size 100, $E_b=1.900$ eV, and capture balances emission near $C_se^{-E_b/kT}\approx6.0\times10^{13}$ cm⁻³. The calculated $C_1$ is $6.2\times10^{13}$ cm⁻³, so clusters of about the mean size are close to balance.

The same numbers show a limit of the uniform band. Clusters of density $C_c$ and capture radius $r$ recapture a free interstitial within a distance of about $(4\pi rC_c)^{-1/2}$. At 900 s, $r\approx3$ nm and $C_c\approx3.8\times10^{16}$ cm⁻³ give about 26 nm, well below the band thickness of 100 nm. Clusters on the surface side would therefore dissolve first, which this model cannot show. The tables compare methods for solving the uniform model; they do not predict the loss in a real band.

## Reading the errors

Among the five times, the largest errors relative to the ungrouped values depend on the width ratio as follows:

| Width ratio | Unknowns | Error in $S$ (%) | Error in $\bar n$ (%) |
|---:|---:|---:|---:|
| 0.4 | 34 | 0.032 | 2.2 |
| 0.2 | 54 | 0.007 | 0.43 |
| 0.1 | 92 | 0.002 | 0.025 |

Both errors fall on refinement, but the successive factors for the mean size are about 5 and 17. These data do not establish an order of convergence. For ratio 0.2, tightening the relative time-step tolerance from $10^{-6}$ to $10^{-8}$, and the absolute one from $10^{-12}$ to $10^{-13}$ of the initial content, changes the results by at most $7\times10^{-5}$% at these times, far less than the grouping error.

Content is a forgiving measure. The two-point grid misses $S$ by 1.7% at 900 s, but its mean size is 38% too large. Relative to the ungrouped loss of $1.009\times10^{18}$ cm⁻³, its content error of $0.069\times10^{18}$ cm⁻³ is 6.8%. Near size 100 its spacing is about 10, so each event adds about 9 too much to the second moment. That this spreading causes most of the mean-size error is plausible, but the comparison does not isolate it.

Keeping the number alone fails more directly. Take the ungrouped state at 900 s, reduce it to the group numbers for ratio 0.2, and evaluate the rates with flat densities. The spurious source is $1.97\times10^{15}$ cm⁻³/s, about 3.2 times the surface loss of $6.16\times10^{14}$ cm⁻³/s. At that instant the band would gain interstitials although it should be losing them.

The two-moment solution has a blemish of its own. At 900 s, for ratio 0.2, its lowest reconstructed density for $n\ge2$ is negative, with magnitude 0.7% of the highest. It lies near $n=300$, at the upper edge of the distribution, and the lowest group number $N$ is also negative, about 1% of the largest. This is compatible with the small errors in $S$ and $\bar n$, but such a density should not be read as a size distribution at that level of detail. If individual densities matter, narrower groups are needed: the same negative value is 4.6% of the highest for ratio 0.4 and 0.02% for ratio 0.1.
